# WKB quantization of the Coulomb problem with the Langer map, part 1

(Sections cited here and not found follow in the second part.)

An electron is bound to a point nucleus of charge $Z$, without relativity and without spin. Atomic units are used in the algebra ($\hbar = m_e = e^2/4\pi\epsilon_0 = 1$), and $\mu$ is the reduced mass in electron masses. With $\psi = r^{-1}u(r)\,Y_{lm}$ the Schrödinger equation of the relative motion becomes, for a bound state $E<0$,

$$u'' + \left[-\kappa^2 + \frac{2g}{r} - \frac{l(l+1)}{r^2}\right]u = 0, \qquad g = \mu Z, \qquad E = -\frac{\kappa^2}{2\mu}, \quad \kappa>0. \tag{1}$$

The combination $\nu = g/\kappa$ measures the energy, $E = -\mu Z^2/(2\nu^2)$. A classical orbit of energy $E$ and angular momentum $L$ has radial momentum $p$ given by

$$p^2 = -\kappa^2 + \frac{2g}{r} - \frac{L^2}{r^2} = -\frac{D(r)}{r^2}, \qquad D(r) = \kappa^2r^2 - 2gr + L^2. \tag{2}$$

Which value of $L$ belongs to the quantum number $l$ is left open until the problem decides it.

## First half: exact levels, the WKB rule and the behaviour at the origin

### (a) Exact solution

Find the bound-state energies of (1) from a power series, and locate the zeros of the bound-state functions in the complex $r$ plane.

**Solution.** Near $r=0$ put $u\sim r^\sigma$. The terms of order $r^{\sigma-2}$, from $u''$ and the centrifugal term, dominate the Coulomb and $\kappa^2$ terms, and their cancellation requires $\sigma(\sigma-1) = l(l+1)$, so $\sigma = l+1$ or $\sigma=-l$. The second root is rejected. For $l\ge1$ it is not square integrable. For $l=0$ it gives $\psi\sim 1/r$, whose Laplacian contains a delta function that nothing in the equation can balance. At large $r$ the equation tends to $u''=\kappa^2u$, and the acceptable behaviour is $e^{-\kappa r}$.

Put $u = r^{l+1}e^{-\kappa r}f(r)$ and let $A = (l+1)/r-\kappa$ be the logarithmic derivative of the prefactor. Two differentiations give $u'' = r^{l+1}e^{-\kappa r}\,[f''+2Af'+(A'+A^2)f]$, with

$$A'+A^2 = -\frac{l+1}{r^2}+\frac{(l+1)^2}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2 = \frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2 .$$

In (1) the terms $l(l+1)/r^2$ and $\kappa^2$ cancel, and multiplication by $r$ leaves

$$rf''+(2l+2-2\kappa r)f'+2[g-\kappa(l+1)]f = 0. \tag{3}$$

With $f=\sum_j c_jr^j$ the coefficient of $r^j$ is $(j+1)j\,c_{j+1}+(2l+2)(j+1)c_{j+1}-2\kappa j\,c_j+2[g-\kappa(l+1)]c_j$. Setting it to zero gives

$$c_{j+1} = \frac{2[\kappa(j+l+1)-g]}{(j+1)(j+2l+2)}\,c_j .$$

Suppose the series does not terminate. The quantity $(j+1)c_{j+1}/c_j$ tends to $2\kappa$, so for any $\kappa'$ with $\kappa/2<\kappa'<\kappa$ there is a $J$ beyond which $c_{j+1}/c_j\ge 2\kappa'/(j+1)$. The terms beyond $J$ share one sign and are, up to a constant factor, at least as large as those of $e^{2\kappa'r}$. Hence $|f|\ge C e^{2\kappa'r}$ minus a polynomial, and $|u|$ grows at least like $e^{(2\kappa'-\kappa)r}$, which is not normalizable. The series must stop at some degree $n_r = 0,1,2,\dots$, which requires $\kappa(n_r+l+1) = g$:

$$\nu = n_r+l+1\equiv n, \qquad E_n = -\frac{\mu Z^2}{2n^2}. \tag{4}$$

For the zeros, note that $g-\kappa(l+1) = \kappa n_r$, and let $W = r^{2l+1}e^{-2\kappa r}$. Since $(rW)' = (2l+2-2\kappa r)W$, equation (3) times $W$ reads $(rWf')' = -2\kappa n_rWf$. Keep $\kappa$ and $l$ fixed and let $f_m$ be the polynomial of degree $m$ that solves this equation with $n_r$ replaced by $m$; the recurrence supplies one for every $m$. Multiply the equation for $f_m$ by $f_{m'}$, subtract the same with $m$ and $m'$ exchanged, and integrate over $(0,\infty)$. The left side is the boundary term $[rW(f_m'f_{m'}-f_{m'}'f_m)]$, which vanishes at both ends, so $(m-m')\int Wf_mf_{m'}\,dr = 0$. The $f_m$ with $m<n_r$ span all polynomials of degree below $n_r$, so $f = f_{n_r}$ is orthogonal to every such polynomial. If $f$ changed sign at fewer than $n_r$ points $\rho_i$ of $(0,\infty)$, the product $f\prod_i(r-\rho_i)$ would keep one sign and could not integrate to zero against $W>0$, although $\prod_i(r-\rho_i)$ has degree below $n_r$. Therefore all $n_r$ zeros of $f$ are simple, real and positive, and $n_r$ is the number of radial nodes.

### (b) The WKB series and the quantization rule

Consider $\hbar^2w''+Q(q)\,w=0$, where the prime is $d/dq$, $Q$ is held fixed and $\hbar$ serves to order the expansion before being set to 1. Derive the recursion for the expansion of $y=\hbar w'/w$, the condition for the first correction to be small against the leading term, and the leading-order quantization rule when $Q>0$ only between two simple zeros $q_1<q_2$.

**Solution.** From $y = \hbar w'/w$ follows $\hbar y' = \hbar^2w''/w-y^2$, which is the Riccati equation

$$\hbar y'+y^2 = -Q .$$

Insert $y=\sum_k\hbar^ky_k$. Order $\hbar^0$ gives $y_0^2=-Q$. Order $\hbar^k$ gives $y_{k-1}'+\sum_{j=0}^ky_jy_{k-j}=0$, in which the terms $j=0$ and $j=k$ add to $2y_0y_k$:

$$y_k = -\frac{1}{2y_0}\left(y_{k-1}'+\sum_{j=1}^{k-1}y_jy_{k-j}\right), \qquad k\ge1. \tag{5}$$

For $k=1$ the sum is empty and $y_1=-y_0'/(2y_0)$. Differentiating $y_0^2=-Q$ gives $y_0'/y_0 = Q'/(2Q)$, so $y_1=-Q'/(4Q)$. Integrating $w'/w = y_0/\hbar+y_1$ gives the WKB functions $Q^{-1/4}\exp(\pm\frac{i}{\hbar}\int\sqrt Q\,dq)$ where $Q>0$, and $|Q|^{-1/4}\exp(\pm\frac1\hbar\int\sqrt{|Q|}\,dq)$ where $Q<0$. The first correction is small against the leading term when $|\hbar y_1/y_0| = \hbar|y_0'|/(2|y_0|^2)$ is small, that is when

$$\eta\equiv\hbar\left|\frac{d}{dq}|Q|^{-1/2}\right|\ll1 . \tag{6}$$

Condition (6) is local. It does not by itself make two terms enough, because the neglected term $\hbar\int y_2\,dq$ in $\ln w$ can build up over a long range, as part (c) shows. The condition fails at a zero of $Q$, and the gap is bridged by solving the linearized equation. Near $q_1$ write $Q\approx Q_1'(q-q_1)$ with $Q_1'>0$, and set $z=\beta(q-q_1)$ with $\beta^3=Q_1'/\hbar^2$. The equation becomes $d^2w/dz^2+zw=0$. Its solutions come from the Airy function

$$\mathrm{Ai}(\xi) = \frac{1}{2\pi}\int e^{i\phi}\,dt, \qquad \phi = \frac{t^3}{3}+\xi t,$$

taken along a line $t=\tau+i\gamma$ with $\gamma>0$, on which the integrand falls like $e^{-\gamma\tau^2}$ because $\mathrm{Im}\,t^3/3=\gamma\tau^2-\gamma^3/3$. Differentiating under the integral, $\mathrm{Ai}''-\xi\,\mathrm{Ai} = -\frac{1}{2\pi}\int(t^2+\xi)e^{i\phi}dt = \frac{i}{2\pi}\int d(e^{i\phi}) = 0$, so $w=\mathrm{Ai}(-z)$ solves the linearized equation.

On the forbidden side $\xi=-z>0$. Choose $\gamma=\sqrt\xi$; expanding the cube gives $\phi=\tau^3/3+i\sqrt\xi\,\tau^2+\frac{2i}{3}\xi^{3/2}$. For large $\xi$ the Gaussian $e^{-\sqrt\xi\tau^2}$ confines $\tau$ to a range where $\tau^3$ is negligible, and $\mathrm{Ai}(\xi)\approx\frac{1}{2\sqrt\pi}\xi^{-1/4}\exp(-\frac23\xi^{3/2})$. This is the WKB function that decays into the forbidden region, and any independent solution contains the growing one.

On the allowed side $\phi=t^3/3-zt$ is stationary at the real points $t=\pm\sqrt z$, where $\phi=\mp\zeta$ with $\zeta=\frac23z^{3/2}$ and $\frac12\phi''=\pm\sqrt z$. For large $z$ the line can be lowered to the real axis, and only the neighbourhoods of these points escape cancellation. The Fresnel integral $\int e^{\pm ic\sigma^2}d\sigma=\sqrt{\pi/c}\,e^{\pm i\pi/4}$ for $c>0$ follows from the Gaussian integral by the rotation $\sigma=e^{\pm i\pi/4}\tau$. The two points contribute $\sqrt\pi\,z^{-1/4}e^{\mp i(\zeta-\pi/4)}$, and their sum divided by $2\pi$ is

$$\mathrm{Ai}(-z)\approx\frac{\cos(\zeta-\pi/4)}{\sqrt\pi\,z^{1/4}} = \frac{\sin(\zeta+\pi/4)}{\sqrt\pi\,z^{1/4}} .$$

In the linear region $\frac1\hbar\int_{q_1}^q\sqrt Q\,dq=\frac23\beta^{3/2}(q-q_1)^{3/2}=\zeta$. The solution that decays to the left of $q_1$ therefore continues as $Q^{-1/4}\sin\theta_1$ with $\theta_1=\frac1\hbar\int_{q_1}^q\sqrt Q\,dq+\frac\pi4$. By reflection, the solution that decays to the right of $q_2$ continues as $Q^{-1/4}\sin\theta_2$ with $\theta_2=\frac1\hbar\int_q^{q_2}\sqrt Q\,dq+\frac\pi4$. The sum $\Theta=\theta_1+\theta_2=I/\hbar+\pi/2$ is a constant, where $I=\int_{q_1}^{q_2}\sqrt Q\,dq$. Since $\sin\theta_2=\sin\Theta\cos\theta_1-\cos\Theta\sin\theta_1$, the two functions are proportional only if $\sin\Theta=0$. Writing $\Theta=(n_r+1)\pi$,

$$I = \pi\hbar\left(n_r+\tfrac12\right). \tag{7}$$

As $q$ runs from $q_1$ to $q_2$, $\theta_1$ runs from $\pi/4$ to $(n_r+1)\pi-\pi/4$ and passes through $n_r$ multiples of $\pi$, so $n_r$ counts the nodes.

Rule (7) is a leading-order result with two conditions. First, the decaying WKB function must represent the solution picked by the boundary condition, which needs the neglected term $\hbar\int y_2\,dq$ to stay small on the way from the turning point to the boundary, and (6) is the usual first test of this. Second, the Airy and WKB forms must share a region. In the linear region $\eta=1/(2z^{3/2})$, so WKB needs $z\gg1$, while the linearization needs $|q-q_1|\ll\ell=|Q_1'/Q_1''|$. Both can hold only if $\beta\ell\gg1$.

### (c) WKB applied directly in $r$

Apply part (b) to (1) with $q=r$, $Q=p^2$ and $L^2=l(l+1)$. Find the limit of $\eta$ at the origin and the small-$r$ power of the WKB function. Does a large principal quantum number repair the approximation?

**Solution.** Inside the inner turning point $D>0$ and $|Q|^{-1/2}=rD^{-1/2}$. Therefore

$$\frac{d}{dr}|Q|^{-1/2} = D^{-1/2}-\frac{rD'}{2D^{3/2}}\;\longrightarrow\;\frac1L\qquad(r\to0),$$

because $D(0)=L^2$ and $D'(0)=-2g$ is finite. The parameter $\eta$ settles at $1/L$ and stays there over the whole infinite range of $\ln r$ down to the origin. It is small only for large $l$.

The WKB function that decays towards the origin has $y_0=+\sqrt D/r\to L/r$. With $Q\to-L^2/r^2$, $Q'/Q\to-2/r$ and $y_1\to+1/(2r)$. Then $u'/u\to(L+\frac12)/r$, and

$$u_{\rm WKB}\sim r^{L+1/2}.$$

For $L=\sqrt{l(l+1)}$ this differs from the exact power $l+1$, and the ratio of the WKB function to the true one diverges as a small negative power of $r$, for every $l\ge1$, however small $\eta=1/L$ is. For $l=0$ the scheme has no inner turning point at all: $Q\to2g/r$, and $\eta=d(r/2g)^{1/2}/dr$ diverges like $r^{-1/2}$.

A large $n$ does not help. For $\nu\gg L$ the inner turning point lies near $L^2/(2g)$. Set $r=L^2\rho/(2g)$. Then $d^2/dr^2=(2g/L^2)^2d^2/d\rho^2$, $2g/r=4g^2/(L^2\rho)$ and $L^2/r^2=4g^2/(L^2\rho^2)$, while $\kappa^2$ is smaller than these terms by the factor $\kappa^2L^2/(4g^2)=L^2/(4\nu^2)$ at $\rho\sim1$. Dropping it and multiplying by $(L^2/2g)^2$,

$$\frac{d^2u}{d\rho^2}+L^2\left(\frac1\rho-\frac1{\rho^2}\right)u=0 .$$

The only parameter is $L$, which plays the part of $1/\hbar$. The phase error gathered near the inner turning point thus depends on $l$ and tends to a constant as $n\to\infty$. A Rydberg state of low $l$ is semiclassical in its outer part only.

### (d) The map $r=e^x$

Substitute $r=e^x$ and $u=e^{bx}w(x)$ in (1). Determine $b$ so that the new equation has the form treated in part (b), read off the value of $L$, and repeat the analysis of part (c) in the variable $x$.

**Solution.** The map sends the origin to $x=-\infty$ and makes the scale-invariant operator $r^2d^2/dr^2$ one with constant coefficients. Let a dot denote $d/dx$. Since $dx/dr=e^{-x}$, one has $du/dr=e^{-x}\dot u$, and a second application of $e^{-x}d/dx$ gives $d^2u/dr^2=e^{-x}(e^{-x}\ddot u-e^{-x}\dot u)$, or $r^2u''=\ddot u-\dot u$. For $u=e^{bx}w$,

$$\dot u=e^{bx}(\dot w+bw), \qquad \ddot u=e^{bx}(\ddot w+2b\dot w+b^2w),$$

$$r^2u''=e^{bx}\left[\ddot w+(2b-1)\dot w+b(b-1)w\right].$$

Part (b) assumed no first-derivative term, which fixes $b=\frac12$, and then $b(b-1)=-\frac14$. Multiply (1) by $r^2e^{-x/2}$:

$$\ddot w-\tfrac14w+\left[-\kappa^2e^{2x}+2ge^x-l(l+1)\right]w=0 .$$

Because $l(l+1)+\frac14=(l+\frac12)^2$, this is

$$\ddot w+Q_x\,w=0,\qquad Q_x=-\kappa^2e^{2x}+2ge^x-\lambda^2,\qquad\lambda=l+\tfrac12. \tag{8}$$

No approximation has been made. Comparison with (2) shows $Q_x=-D=r^2p^2$ with $L=\lambda$, which is the Langer replacement. Equation (8) is a one-dimensional Schrödinger equation on the whole line in a Morse potential, in which $-\lambda^2$ acts as the eigenvalue and $\kappa$ as a shape parameter.

With $\hbar$ restored the constant in $Q_x$ is $\hbar^2l(l+1)+\hbar^2/4$. Treating all of $Q_x$ as fixed in part (b) places the term $\hbar^2/4$ in the order-zero function. The WKB series in $x$ is therefore a different expansion from the one in $r$, although the two differential equations are equivalent.

Now repeat part (c). Since $d/dx=r\,d/dr$ and $D'=2\kappa^2r-2g$,

$$\frac{d}{dx}|Q_x|^{-1/2}=-\frac{rD'}{2D^{3/2}}=\frac{r(g-\kappa^2r)}{D^{3/2}}\;\longrightarrow\;\frac{gr}{\lambda^3}\qquad(r\to0).$$

The parameter $\eta$ vanishes like $e^x$, for every $l$ including $l=0$. Also $y_0=\sqrt D\to\lambda$ and $y_1=-rD'/(4D)\to0$, so $w\sim e^{\lambda x}$ and $u=e^{x/2}w\sim r^{\lambda+1/2}=r^{l+1}$, the exact power. The first condition under (7) is now met at the boundary, and an inner turning point exists even for $l=0$.

The action is unchanged in form, because $dx=dr/r$:

$$\int_{x_1}^{x_2}\sqrt{Q_x}\,dx=\int_{r_1}^{r_2}r\,|p|\,\frac{dr}{r}=\int_{r_1}^{r_2}|p|\,dr\qquad(L=\lambda).$$

The amplitude maps in the same way, $e^{x/2}Q_x^{-1/4}=r^{1/2}(r^2p^2)^{-1/4}=|p|^{-1/2}$. At leading order, then, WKB for (8) is the same as WKB for (1) with $l(l+1)$ overwritten by $\lambda^2$. The equivalence stops at that order, as part (i) shows.

Two limits of the result should be kept in view. The map does not supply the second condition under (7). For $\nu\gg\lambda$ the inner region has $Q_x\approx\lambda^2(e^{x-x_1}-1)$, so $Q_1'=Q_1''=\lambda^2$, $\ell=1$ and $\beta\ell=\lambda^{2/3}$, which is not large at low $l$. The map alone therefore does not promise accurate levels for $l=0$ or $1$. On the other hand, the derivation never used the Coulomb form. For a central potential $V(r)$ it gives $Q_x=2\mu r^2(E-V)-\lambda^2$, and $Q_x\to-\lambda^2$ at the origin whenever $r^2V\to0$.

One more exact fact follows from (8) and is needed later: all nodes of a bound state lie between the Langer turning points. Suppose $w(x_0)=0$ with $x_0\le x_1$. On $(-\infty,x_0)$ one has $Q_x<0$, so $\int w\ddot w\,dx=\int|Q_x|w^2dx>0$. Integration by parts gives $\int w\ddot w\,dx=-\int\dot w^2dx<0$, the boundary terms vanishing because $w(x_0)=0$ and $w\dot w\sim e^{2\lambda x}$. This is a contradiction, and the same argument applies beyond $x_2$.

### (e) Numbers at the origin

For hydrogen take $Z=1$, $\mu=0.99945568$ (proton and electron), $n=10$, $l=1$, and 1 bohr $=0.529177$ Å. Evaluate $\eta$ and the small-$r$ power at $r=5.29\times10^{-6}$ Å.

**Solution.** The point lies far inside the inner turning point, so the limiting forms apply. It is a point of the model only: $r=0.53$ fm is smaller than the proton charge radius, about $0.84$ fm, and the point-charge potential there, about $2.7$ MeV in magnitude, exceeds the electron rest energy, so (1) does not describe real hydrogen at this distance. In $r$ with $L=\sqrt2$, $\eta=1/\sqrt2=0.7071$, and the WKB power is $1.4142+0.5=1.9142$ against the exact value $l+1=2$. In $r$ with $L=1.5$, the power is $1.5+0.5=2.0000$, but $\eta=1/1.5=0.6667$ is no smaller in order of magnitude: overwriting $l(l+1)$ in the $r$ equation cannot be justified by (6) in that variable. In $x$,

$$\eta=\frac{gr}{\lambda^3}=\frac{0.99946\times(5.29\times10^{-6}/0.529177)}{3.375}=2.96\times10^{-6}.$$

The justification of the replacement at the origin lies in this last number, and in its proportionality to $r$.

## Second half: the contour integral and the levels

The symbols taken over are $g=\mu Z$, $E=-\kappa^2/(2\mu)$, $\nu=g/\kappa$, $D=\kappa^2r^2-2gr+L^2$, $p^2=-D/r^2$ and $\lambda=l+\frac12$. The results taken over are these. The exact levels have $\nu=n=n_r+l+1$, and $u=r^{l+1}e^{-\kappa r}f$ with $f$ a polynomial whose $n_r$ zeros are simple and lie between the turning points belonging to $L=\lambda$. For $\hbar^2w''+Qw=0$ the terms of $y=\hbar w'/w=\sum\hbar^ky_k$ obey $y_0^2=-Q$ and the recursion (5), and the leading-order rule is $I=\int\sqrt Q\,dq=\pi\hbar(n_r+\frac12)$. The map $r=e^x$, $u=e^{x/2}w$ gives exactly $\ddot w-Dw=0$ with $L=\lambda$, and its action equals $\int|p|\,dr$.

### (f) The radial action

For $0<L<\nu$ evaluate $I=\int_{r_1}^{r_2}|p|\,dr$ by contour integration. Examine the limits $L\to\nu$ and $L\to0$, and obtain the radial period.

The exact levels, the leading-order WKB rule and the map $r=e^x$, which gives $L=l+\frac12$ and the right behaviour at the origin, are now in place. It remains to evaluate the radial action asked for in (f), to obtain the levels from it, to examine the higher orders, and to check the results numerically for hydrogen.

Numbers in the example were calculated in double precision.
